# Building a PAW Dataset: Each Stage and Its Numerical Identity: a numerical check

```python
# PAW dataset generation for the scandium atom (spherical, non-relativistic LDA).
# Result under test: a dataset made of partial waves phi, smooth waves phis,
# projectors p, overlap differences q, kinetic differences dT, a smooth core
# density and an unscreened local potential vbar reproduces the all-electron
# valence levels and total energy of its reference configuration.
# Radial functions are u = r R; sigma = 4 pi r^2 n is a radial density.
# Units: hartree and bohr. rc is the common augmentation radius.
import numpy as np
from numpy.polynomial.legendre import Legendre, legvander
from scipy.linalg import eigh, solve
from scipy.constants import physical_constants

HARTREE_EV = physical_constants['Hartree energy in eV'][0]
Z = 21
rc, R_match = 2.2, 3.0

# ---------- spectral-element grid with an element boundary at rc ----------
P = 14
edges = np.array([0, .1, .25, .5, .85, 1.25, 1.7, rc, R_match, 4, 5.5, 7.5,
                  10, 13.5, 18, 23, 30])
h = np.diff(edges)
inner = np.sort(np.real(Legendre.basis(P).deriv().roots()))
xref = np.concatenate([[-1.0], inner, [1.0]])
Vinv = np.linalg.inv(legvander(xref, P))
Dref = np.array([Legendre.basis(k).deriv()(xref) if k else 0 * xref
                 for k in range(P + 1)]).T @ Vinv
Cref = np.array([Legendre.basis(k).integ(lbnd=-1)(xref)
                 for k in range(P + 1)]).T @ Vinv
wref = 2 / (P * (P + 1) * Legendre.basis(P)(xref)**2)
r = np.concatenate([[0.0]] + [edges[e] + h[e] * (xref[1:] + 1) / 2
                              for e in range(len(h))])
N = len(r)


def assemble(n_el):
    """Quadrature weights and stiffness matrix of the first n_el elements."""
    w, K = np.zeros(n_el * P + 1), np.zeros((n_el * P + 1, n_el * P + 1))
    for e in range(n_el):
        s = slice(e * P, e * P + P + 1)
        w[s] += wref * h[e] / 2
        K[s, s] += Dref.T @ (wref[:, None] * Dref) * 2 / h[e]
    return w, K


el_c = int(np.argmin(abs(edges - rc)))
el_R = int(np.argmin(abs(edges - R_match)))
ic, iR = el_c * P, el_R * P
w, K = assemble(len(h))
wS, KS = assemble(el_c)
wR, KR = assemble(el_R)
sq = np.sqrt(w[1:-1])
rS = r[:ic + 1]
xS = rS / rc
KIN = [K[1:-1, 1:-1] / 2 / np.outer(sq, sq)
       + np.diag(l * (l + 1) / 2 / r[1:-1]**2) for l in range(4)]


def over_r(f):
    g = np.zeros(len(f))
    g[1:] = f[1:] / r[1:len(f)]
    return g


def cumulative(f):
    out = np.zeros(len(f))
    for e in range((len(f) - 1) // P):
        s = slice(e * P, e * P + P + 1)
        out[s] = out[e * P] + h[e] / 2 * (Cref @ f[s])
    return out


def hartree(sigma):
    outer = cumulative(over_r(sigma))
    return over_r(cumulative(sigma)) + outer[-1] - outer


def xc(sigma):
    """LDA energy per electron and potential (Slater + Perdew-Wang)."""
    n = np.maximum(over_r(over_r(sigma)) / (4 * np.pi), 1e-30)
    rs = (3 / (4 * np.pi * n))**(1 / 3)
    ex = -0.75 * (3 * n / np.pi)**(1 / 3)
    A, a1, b1, b2, b3, b4 = .031091, .21370, 7.5957, 3.5876, 1.6382, .49294
    s = np.sqrt(rs)
    q0 = 2 * A * (b1 * s + b2 * rs + b3 * rs * s + b4 * rs**2)
    q1 = A * (b1 / s + 2 * b2 + 3 * b3 * s + 4 * b4 * rs)
    L = np.log1p(1 / q0)
    ec = -2 * A * (1 + a1 * rs) * L
    dec = -2 * A * a1 * L + 2 * A * (1 + a1 * rs) * q1 / (q0**2 + q0)
    return ex + ec, 4 / 3 * ex + ec - rs / 3 * dec


def to_grid(c):
    u = np.zeros((N, c.shape[1]))
    u[1:-1] = c / sq[:, None]
    return u


def levels(l, v, k):
    e, c = eigh(KIN[l] + np.diag(v[1:-1]), subset_by_index=[0, k - 1])
    u = to_grid(c)
    u *= np.where(u[ic] < 0, -1, 1)
    return e, u, ((KIN[l] @ c) * c).sum(0)


def fixed_point(mapping, y):
    """Anderson-accelerated iteration to max residual 1e-8."""
    ys, fs = [], []
    for _ in range(200):
        out, data = mapping(y)
        f = out - y
        if np.abs(f).max() < 1e-8:
            return y, data
        ys, fs = (ys + [y])[-7:], (fs + [f])[-7:]
        new = y + 0.3 * f
        if len(fs) > 2:
            dF, dY = np.diff(fs, axis=0).T, np.diff(ys, axis=0).T
            g = np.linalg.lstsq(dF, f, rcond=1e-10)[0]
            new = new - (dY + 0.3 * dF) @ g
        y = new
    raise AssertionError('self-consistency not reached')


# ---------- all-electron atom ----------
def all_electron(occ):
    def mapping(y):
        v = over_r(y - Z)
        sigma, T, st = np.zeros(N), 0.0, {}
        for l, f in occ.items():
            st[l] = levels(l, v, len(f))
            sigma = sigma + st[l][1]**2 @ np.array(f, float)
            T += st[l][2] @ np.array(f, float)
        vh = hartree(sigma)
        eps, vx = xc(sigma)
        Een, EH = -Z * w @ over_r(sigma), 0.5 * w @ (sigma * vh)
        virial = 2 * T + Een + EH + 3 * w @ (sigma * (vx - eps))
        E = T + Een + EH + w @ (sigma * eps)
        return r * (vh + vx), dict(E=E, T=T, st=st, virial=virial)
    x = r * Z**(1 / 3) / 0.8853
    y, data = fixed_point(mapping, Z * (1 - 1 / (1 + 0.536 * x)**2))
    data['v'] = over_r(y - Z)
    return data


hyd = levels(0, over_r(-Z * np.ones(N)), 2)[0]
err_hyd = np.abs(hyd + Z**2 / 2 / np.array([1, 4])).max()
assert err_hyd < 1e-6
ref_occ = {0: [2, 2, 2, 2], 1: [6, 6], 2: [1]}
n_core = {0: 2, 1: 1, 2: 0, 3: 0}
ae = all_electron(ref_occ)
v = ae['v']
assert abs(ae['virial']) / ae['T'] < 1e-7

sig_c, T_core = np.zeros(N), 0.0
for l in (0, 1):
    k = n_core[l]
    f = np.array(ref_occ[l][:k], float)
    sig_c += ae['st'][l][1][:, :k]**2 @ f
    T_core += ae['st'][l][2][:k] @ f

# ---------- matching tools at rc ----------
last = slice(ic - P, ic + 1)
D1 = Dref * 2 / h[el_c - 1]


def rows(powers, nd):
    return np.array([[np.prod([m - t for t in range(d)]) / rc**d
                      for m in powers] for d in range(nd)], float)


def even_continuation(f):
    d1 = D1 @ f[last]
    c = solve(rows([0, 2, 4], 3), [f[ic], d1[-1], (D1 @ d1)[-1]])
    return c[0] + c[1] * xS**2 + c[2] * xS**4


v_slope = (D1 @ v[last])[-1]


def scattering(l, pot, e, nonlocal_part=None):
    """Regular solution with u(R_match)=1 and its logarithmic derivative."""
    cent = l * (l + 1) / 2 * over_r(over_r(np.ones(iR + 1)))
    A = KR / 2 + np.diag(wR * (cent + pot[:iR + 1] - e))
    if nonlocal_part is not None:
        p, Dm, qm = nonlocal_part
        b = np.zeros((iR + 1, 2))
        b[:ic + 1] = wS[:, None] * p
        A = A + b @ (Dm - e * qm) @ b.T
    u = np.zeros(iR + 1)
    u[-1] = 1
    u[1:-1] = solve(A[1:-1, 1:-1], -A[1:-1, -1])
    return u, 2 * A[-1] @ u


# ---------- partial waves and smooth partial waves ----------
extra_energy = {1: 0.1, 2: 0.4}
waves, err_wr, err_wrs = {}, 0.0, 0.0
for l in range(3):
    eps_l, u_l, _ = ae['st'][l]
    en = list(eps_l[n_core[l]:])
    us = [u_l[:ic + 1, j] for j in range(n_core[l], len(eps_l))]
    if l in extra_energy:
        u = scattering(l, v, extra_energy[l])[0][:ic + 1]
        us.append(u * np.sign(u[-1]) / np.sqrt(wS @ u**2))
        en.append(extra_energy[l])
    en, U = np.array(en), np.array(us).T
    powers = [l + 1 + 2 * k for k in range(4)]
    W = v[ic] + l * (l + 1) / 2 / rc**2
    W1 = v_slope - l * (l + 1) / rc**3
    Us, lap, slope, slope_s = np.zeros_like(U), np.zeros_like(U), [], []
    for j in range(2):
        u0, u1 = U[-1, j], (D1 @ U[last, j])[-1]
        u2 = 2 * (W - en[j]) * u0
        u3 = 2 * W1 * u0 + 2 * (W - en[j]) * u1
        c = solve(rows(powers, 4), [u0, u1, u2, u3])
        Us[:, j] = sum(ck * xS**m for ck, m in zip(c, powers))
        lap[:, j] = sum(ck * (m * (m - 1) - l * (l + 1)) * xS**(m - 2)
                        for ck, m in zip(c[1:], powers[1:])) / rc**2
        slope.append(u1)
        slope_s.append((D1 @ Us[last, j])[-1])
    overlap = (en[1] - en[0]) * wS @ (U[:, 0] * U[:, 1])
    wr = -0.5 * (U[-1, 0] * slope[1] - slope[0] * U[-1, 1])
    wrs = -0.5 * (Us[-1, 0] * slope_s[1] - slope_s[0] * Us[-1, 1])
    err_wr = max(err_wr, abs(overlap - wr))
    err_wrs = max(err_wrs, abs(overlap - wrs))
    q = U.T @ (wS[:, None] * U) - Us.T @ (wS[:, None] * Us)
    wc = wS * over_r(over_r(np.ones(ic + 1))) * l * (l + 1) / 2
    dT = (U.T @ KS @ U - Us.T @ KS @ Us) / 2 \
        + U.T @ (wc[:, None] * U) - Us.T @ (wc[:, None] * Us)
    waves[l] = dict(e=en, U=U, Us=Us, lap=lap, q=q, dT=dT)
assert err_wr < 1e-6 and err_wrs < 1e-6


# ---------- local potential, projectors, screened strengths ----------
def build(b):
    vs = v.copy()
    vs[:ic + 1] = even_continuation(v) + b * (1 - xS**2)**3
    proj, Bm, Dm, chi_edge = {}, {}, {}, 0.0
    for l, a in waves.items():
        chi = (a['e'] - vs[:ic + 1, None]) * a['Us'] + a['lap'] / 2
        chi_edge = max(chi_edge, np.abs(chi[-1]).max())
        Bm[l] = a['Us'].T @ (wS[:, None] * chi)
        proj[l] = chi @ np.linalg.inv(Bm[l])
        Dm[l] = a['dT'] + a['U'].T @ ((wS * v[:ic + 1])[:, None] * a['U']) \
            - a['Us'].T @ ((wS * vs[:ic + 1])[:, None] * a['Us'])
    return vs, proj, Bm, Dm, chi_edge


def paw_levels(l, pot, proj, Dm, k):
    H = KIN[l] + np.diag(pot[1:-1])
    if l not in proj:
        e, c = eigh(H, subset_by_index=[0, k - 1])
        return e, c, None
    G = np.zeros((N - 2, 2))
    G[:ic] = (wS[:, None] * proj[l])[1:] / sq[:ic, None]
    S = np.eye(N - 2) + G @ waves[l]['q'] @ G.T
    Dl = (Dm[l] + Dm[l].T) / 2
    e, c = eigh(H + G @ Dl @ G.T, S, subset_by_index=[0, k - 1])
    return e, c, G.T @ c


n_test = {0: 3, 1: 2, 2: 2, 3: 1}
ae_test = {l: levels(l, v, n_core[l] + n_test[l])[0][n_core[l]:]
           for l in range(4)}
scan, chosen = [], None
for b in (0., 1., -1., 2., -2., 4., 6., 8., 12.):
    trial = build(b)
    try:
        dev = max(np.abs(paw_levels(l, trial[0], trial[1], trial[3],
                                    n_test[l])[0] - ae_test[l]).max()
                  for l in range(4))
    except np.linalg.LinAlgError:
        dev = np.inf          # overlap operator not positive definite
    scan.append((b, dev))
    if chosen is None and dev < 5e-3:
        chosen = (b, trial)
assert chosen is not None, scan
b_used, (vs, proj, Bm, Dref_l, chi_edge) = chosen
assert chi_edge < 1e-6

err_B = err_D = err_lev = err_dual = 0.0
for l, a in waves.items():
    e, q = a['e'], a['q']
    err_B = max(err_B, np.abs(Bm[l] - Bm[l].T
                              - (e[:, None] - e[None, :]) * q).max())
    err_D = max(err_D, np.abs(Dref_l[l] - Bm[l] - q * e[None, :]).max())
    nv = len(ref_occ[l]) - n_core[l]
    ee, _, amp = paw_levels(l, vs, proj, Dref_l, nv)
    err_lev = max(err_lev, np.abs(ee - e[:nv]).max())
    err_dual = max(err_dual, np.abs(np.abs(amp) - np.eye(2)[:, :nv]).max())
assert err_B < 1e-6 and err_D < 1e-6
assert err_lev < 1e-6 and err_dual < 1e-5


def phase_error(l, e):
    a = scattering(l, v, e)[1]
    s = scattering(l, vs, e, (proj[l], Dref_l[l], waves[l]['q']))[1]
    return abs(np.sin(np.arctan(a) - np.arctan(s)))


err_ref_phase = max(phase_error(l, e) for l, e in extra_energy.items())
phase = {e: [phase_error(l, e) for l in range(3)] for e in (-.5, .25, 1.)}
assert err_ref_phase < 1e-6
assert max(phase[-.5] + phase[.25]) < 0.05

# ---------- smooth core, compensation charge, unscreening ----------
n_c = over_r(over_r(sig_c)) / (4 * np.pi)
sig_cs = sig_c.copy()
sig_cs[:ic + 1] = 4 * np.pi * rS**2 * even_continuation(n_c)
sig_g = np.zeros(N)
sig_g[:ic + 1] = rS**2 * (1 - xS**2)**3
sig_g /= wS @ sig_g[:ic + 1]
Q_core = wS @ (sig_c - sig_cs)[:ic + 1] - Z
sig_s, Q_ref = sig_cs.copy(), Q_core
for l, a in waves.items():
    for j, f in enumerate(ref_occ[l][n_core[l]:]):
        u = ae['st'][l][1][:, n_core[l] + j].copy()
        u[:ic + 1] = a['Us'][:, j]
        sig_s += f * u**2
        Q_ref += f * a['q'][j, j]
vbar = vs - hartree(sig_s + Q_ref * sig_g) - xc(sig_s)[1]
tail = np.abs(vbar[ic:-1]).max()
assert tail < 1e-6
vbar[ic:] = 0
vbS = vbar[:ic + 1]


# ---------- self-consistent PAW atom from the dataset alone ----------
def paw_atom(occ, start):
    def mapping(y):
        pot = over_r(y[:N])
        Dm = {l: y[N + 4 * l:N + 4 * l + 4].reshape(2, 2) for l in range(3)}
        ss, s1, s1s = sig_cs.copy(), sig_c[:ic + 1].copy(), \
            sig_cs[:ic + 1].copy()
        E, Q, lev = T_core, Q_core, {}
        for l, a in waves.items():
            f = np.array(occ[l][n_core[l]:], float)
            lev[l], c, amp = paw_levels(l, pot, proj, Dm, len(f))
            rho = (amp * f) @ amp.T
            ss = ss + to_grid(c)**2 @ f
            s1 = s1 + ((a['U'] @ rho) * a['U']).sum(1)
            s1s = s1s + ((a['Us'] @ rho) * a['Us']).sum(1)
            E += ((KIN[l] @ c) * c).sum(0) @ f + (rho * a['dT']).sum()
            Q += (rho * a['q']).sum()
        tot, tot1 = ss + Q * sig_g, s1s + Q * sig_g[:ic + 1]
        vh, vh1, vh1s = hartree(tot), hartree(s1), hartree(tot1)
        (ex, vx), (ex1, vx1), (ex1s, vx1s) = xc(ss), xc(s1), xc(s1s)
        E += w @ (tot * vh / 2 + ss * (ex + vbar))
        E += wS @ (s1 * (vh1 / 2 + ex1) - Z * over_r(s1))
        E -= wS @ (tot1 * vh1s / 2 + s1s * (ex1s + vbS))
        va = wS * (vh1 + vx1 - Z * over_r(np.ones(ic + 1)))
        vb = wS * (vh1s + vx1s + vbS)
        shift = wS @ (sig_g[:ic + 1] * (vh[:ic + 1] - vh1s))
        out = [r * (vh + vx + vbar)]
        for l, a in waves.items():
            out.append((a['dT'] + a['U'].T @ (va[:, None] * a['U'])
                        - a['Us'].T @ (vb[:, None] * a['Us'])
                        + shift * a['q']).ravel())
        return np.concatenate(out), dict(E=E, lev=lev)
    return fixed_point(mapping, start)


start = np.concatenate([r * vs] + [Dref_l[l].ravel() for l in range(3)])
configs = {'3d2 4s1': {0: [2, 2, 2, 1], 1: [6, 6], 2: [2]},
           'ion 3d1 4s1': {0: [2, 2, 2, 1], 1: [6, 6], 2: [1]}}
other = {}
for name, occ in configs.items():
    y_other, d = paw_atom(occ, start)
    other[name] = (all_electron(occ)['E'], d['E'])
_, back = paw_atom(ref_occ, y_other)      # start from the ion's solution
err_E = abs(back['E'] - ae['E'])
err_scf = max(np.abs(back['lev'][l]
                     - ae['st'][l][0][n_core[l]:]).max() for l in range(3))
assert err_E < 5e-6 and err_scf < 2e-6
for Ea, Ep in other.values():
    assert abs((Ep - back['E']) - (Ea - ae['E'])) < 1e-3

# ---------- report ----------
print(f'Sc, Z = {Z}; rc = {rc} bohr; match radius R = {R_match} bohr')
print(f'grid: {len(h)} elements, order {P}, {N} nodes, end {r[-1]:.0f} bohr')
print(f'hydrogen-like level error {err_hyd:.1e} hartree')
print(f'all-electron total energy {ae["E"]:.6f} hartree')
print(f'kinetic energy {ae["T"]:.6f}, virial residual '
      f'{ae["virial"]:.1e} hartree')
for l in range(3):
    print(f'l={l} all-electron levels (hartree):',
          np.array2string(ae['st'][l][0], precision=6))
print(f'core charge beyond rc {w @ sig_c - wS @ sig_c[:ic+1]:.2e} electrons')
for l, a in waves.items():
    print(f'l={l} reference energies {a["e"][0]:.6f} {a["e"][1]:.6f} hartree')
print(f'Wronskian residual: all-electron {err_wr:.1e}, smooth {err_wrs:.1e}')
for b, dev in scan:
    print(f'depth b = {b:5.1f} hartree: largest level error {dev:.2e} hartree')
print(f'b used {b_used:.1f} hartree; chi at rc {chi_edge:.1e} (atomic units)')
for l, a in waves.items():
    for tag, M in (('B  (hartree)', Bm[l]), ('q  (no unit)', a['q']),
                   ('dT (hartree)', a['dT']), ('D  (hartree)', Dref_l[l])):
        print(f'l={l} {tag} 11,12,21,22:',
              ' '.join(f'{t:.6f}' for t in M.ravel()))
print(f'B antisymmetry residual {err_B:.1e} hartree')
print(f'D identity residual {err_D:.1e} hartree')
print(f'fixed-potential level error {err_lev:.1e} hartree; '
      f'projection error {err_dual:.1e}')
print(f'phase error at extra reference energies {err_ref_phase:.1e}')
for e, t in phase.items():
    print(f'phase error at {e:.2f} hartree, s p d:',
          ' '.join(f'{x:.1e}' for x in t))
print(f'compensation charge Q {Q_ref:.6f}, core part {Q_core:.6f} (e units)')
for k in range(2, el_c + 1):
    i = k * P
    print(f'r={r[i]:.2f} bohr: v, smooth v, vbar = {v[i]:.5f} {vs[i]:.5f} '
          f'{vbar[i]:.5f} hartree')
print(f'largest vbar beyond rc before zeroing {tail:.1e} hartree')
print(f'PAW total energy {back["E"]:.6f} hartree, error {err_E:.1e}; '
      f'level error {err_scf:.1e}')
for name, (Ea, Ep) in other.items():
    da, dp = Ea - ae['E'], Ep - back['E']
    print(f'{name}: all-electron {da:.6f}, PAW {dp:.6f} hartree; '
          f'error {(dp - da) * HARTREE_EV * 1000:.2f} meV')
print('finished without a failed check')
```

Printed output:

```
Sc, Z = 21; rc = 2.2 bohr; match radius R = 3.0 bohr
grid: 16 elements, order 14, 225 nodes, end 30 bohr
hydrogen-like level error 5.8e-11 hartree
all-electron total energy -758.671852 hartree
kinetic energy 757.522700, virial residual 1.3e-07 hartree
l=0 all-electron levels (hartree): [-1.601841e+02 -1.720631e+01 -1.988204e+00 -1.565397e-01]
l=1 all-electron levels (hartree): [-14.239861  -1.233002]
l=2 all-electron levels (hartree): [-0.130989]
core charge beyond rc 2.95e-08 electrons
l=0 reference energies -1.988204 -0.156540 hartree
l=1 reference energies -1.233002 0.100000 hartree
l=2 reference energies -0.130989 0.400000 hartree
Wronskian residual: all-electron 3.8e-11, smooth 3.8e-11
depth b =   0.0 hartree: largest level error 1.06e-05 hartree
depth b =   1.0 hartree: largest level error 1.04e-05 hartree
depth b =  -1.0 hartree: largest level error 5.64e-06 hartree
depth b =   2.0 hartree: largest level error 1.16e-05 hartree
depth b =  -2.0 hartree: largest level error 5.64e-06 hartree
depth b =   4.0 hartree: largest level error 1.51e-05 hartree
depth b =   6.0 hartree: largest level error 2.08e-05 hartree
depth b =   8.0 hartree: largest level error 2.94e-05 hartree
depth b =  12.0 hartree: largest level error 2.11e-05 hartree
b used 0.0 hartree; chi at rc 2.8e-15 (atomic units)
l=0 B  (hartree) 11,12,21,22: -0.635773 0.200531 -0.036579 0.020482
l=0 q  (no unit) 11,12,21,22: 0.403294 -0.129451 -0.129451 0.026518
l=0 dT (hartree) 11,12,21,22: 6.809290 -2.011240 -2.011240 0.617250
l=0 D  (hartree) 11,12,21,22: -1.437604 0.220795 0.220795 0.016331
l=1 B  (hartree) 11,12,21,22: -0.480426 0.607117 -0.163172 0.223250
l=1 q  (no unit) 11,12,21,22: 0.582290 -0.577860 -0.577860 0.477160
l=1 dT (hartree) 11,12,21,22: 5.615787 -6.408881 -6.408881 7.384855
l=1 D  (hartree) 11,12,21,22: -1.198391 0.549331 0.549331 0.270966
l=2 B  (hartree) 11,12,21,22: -0.287846 0.480739 0.167678 -0.279236
l=2 q  (no unit) 11,12,21,22: 0.388554 -0.589582 -0.589582 0.877183
l=2 dT (hartree) 11,12,21,22: 2.238365 -3.814791 -3.814791 6.500467
l=2 D  (hartree) 11,12,21,22: -0.338743 0.244907 0.244907 0.071637
B antisymmetry residual 3.8e-11 hartree
D identity residual 4.4e-11 hartree
fixed-potential level error 8.6e-11 hartree; projection error 1.1e-11
phase error at extra reference energies 1.1e-13
phase error at -0.50 hartree, s p d: 2.9e-05 3.8e-04 4.7e-04
phase error at 0.25 hartree, s p d: 3.5e-04 2.5e-04 1.5e-04
phase error at 1.00 hartree, s p d: 2.9e-03 9.0e-03 1.2e-02
compensation charge Q -6.258089, core part -11.000006 (e units)
r=0.25 bohr: v, smooth v, vbar = -43.68465 -2.25921 1.19797 hartree
r=0.50 bohr: v, smooth v, vbar = -14.41191 -2.16660 1.04060 hartree
r=0.85 bohr: v, smooth v, vbar = -5.44266 -1.94450 0.71234 hartree
r=1.25 bohr: v, smooth v, vbar = -2.42350 -1.58957 0.33040 hartree
r=1.70 bohr: v, smooth v, vbar = -1.22822 -1.13276 0.06365 hartree
r=2.20 bohr: v, smooth v, vbar = -0.69301 -0.69301 0.00000 hartree
largest vbar beyond rc before zeroing 1.0e-09 hartree
PAW total energy -758.671852 hartree, error 6.8e-13; level error 6.2e-10
3d2 4s1: all-electron 0.054588, PAW 0.054616 hartree; error 0.75 meV
ion 3d1 4s1: all-electron 0.257812, PAW 0.257813 hartree; error 0.04 meV
finished without a failed check
```
